# A hydrophobic porous film repels liquid water but admits vapour

A porous organosilicate insulator has been rinsed, and drops of water stand on it with a contact angle of 100°. The film is to wait in humid air before the next process step. The drops do not soak in, so it is tempting to conclude that moisture stays out as well. A film with definite numbers shows why this does not follow.

## The film and the liquid

The film has thickness \(L=200\) nm, porosity \(\varepsilon=0.25\) and connected pores, treated as cylinders of radius \(r=1.0\) nm. Their winding course is described by a tortuosity factor \(\tau=3.0\), which divides the diffusivity. The pore walls carry a few polar sites that bind water, \(n_s=0.50\) nm⁻², each with energy \(E=0.40\) eV. The temperature is 298 K, so \(kT=0.02568\) eV. The saturation pressure of water is taken as \(p_0=24\) Torr and the air is at half saturation, \(p=12\) Torr. These are rough typical values. SI and engineering units are used.

The contact angle \(\theta\) is measured through the liquid. The pore walls are assumed to have an angle of 100° as well. On a real film the drop alone does not establish this, because dry pore mouths under it make its angle larger than that of the wall material. If they take up a fraction \(f\) of the area under the drop, \(\cos\theta_{\rm drop}=(1-f)\cos\theta_{\rm wall}-f\). With \(f=0.25\), a drop angle of 100° would mean a wall angle of only 84°, and such pores would draw liquid in. What follows therefore applies to walls that themselves have an angle of 100°. With tensions \(\gamma_{SV}\) (solid-vapour), \(\gamma_{SL}\) (solid-liquid) and \(\gamma=72\) mN/m (liquid-vapour), Young's equation reads

\[
\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta .
\]

Let liquid in a pore advance by \(dz\), with its meniscus keeping its shape. A wall area \(2\pi r\,dz\) changes from dry to wet, and the excess \(\Delta p\) of liquid over gas pressure does work on the volume \(\pi r^2dz\). The free energy changes by

\[
dF=2\pi r(\gamma_{SL}-\gamma_{SV})\,dz-\pi r^2\Delta p\,dz
=-\left(2\pi r\gamma\cos\theta+\pi r^2\Delta p\right)dz .
\]

The liquid advances if \(dF<0\), that is, if \(\Delta p\) exceeds

\[
\Delta p^*=-\frac{2\gamma\cos\theta}{r}
=\frac{2(0.072\ \text{N/m})(0.1736)}{1.0\times10^{-9}\ \text{m}}
=25\ \text{MPa}.
\]

This is about 247 atm. The angle therefore gives strong protection against liquid.

It also prevents the pores from filling by condensation. Pore liquid at the threshold pressure has a molar chemical potential higher than that of ordinary saturated liquid by \(V_m\Delta p^*\), where \(V_m=18\) cm³/mol. The liquid is taken as incompressible, and the gas pressure is neglected beside \(\Delta p^*\). Vapour at pressure \(p_c\), taken as ideal, lies higher than saturated vapour by \(RT\ln(p_c/p_0)\). Equating the two gives the Kelvin condition

\[
\ln\frac{p_c}{p_0}=\frac{V_m\Delta p^*}{RT},
\qquad \frac{p_c}{p_0}=1.20 .
\]

Filling would need air 20 % above saturation. If processing damage lowered the angle to 60° at the same radius, \(\Delta p^*\) would be negative and the ratio would be 0.59. Such a pore can fill in air that is merely damp, though not yet at the half saturation of this example.

## The vapour in the same film

Nothing so far has stopped a single water molecule from flying into an open pore. In air at atmospheric pressure the mean free path of the air molecules is about 67 nm, and that of a water molecule among them is of the same order. Both are far more than the 2 nm pore diameter, so a molecule in the pore mostly meets walls. Assume that each wall encounter sends it off with no memory of its earlier velocity, in a direction drawn from the cosine law, which keeps the gas in the pore in equilibrium. The law matters: directions spread uniformly over the hemisphere would give too many long axial flights and no finite diffusivity.

The diffusivity along the pore is the time integral of the velocity correlation, \(D_K=\int_0^\infty\langle v_z(0)v_z(t)\rangle dt\). The axial velocity \(v_z\) stays constant until the first wall encounter, at time \(t_{\rm exit}\); afterwards the correlation averages to zero. Since \(t_{\rm exit}\) depends only on transverse position and velocity, the average factorizes:

\[
D_K=\langle v_z^2\rangle\langle t_{\rm exit}\rangle
=\frac{kT}{m}\,\langle \ell\rangle\left\langle\frac1{v_\perp}\right\rangle .
\]

Here \(m\) is the molecular mass, \(v_\perp\) the transverse speed and \(\ell\) the transverse distance to the wall. For a given direction, a chord at offset \(y\) from the axis has length \(s=2\sqrt{r^2-y^2}\). A point placed uniformly on it has on average \(s/2\) still to go. Averaging over the cross-section,

\[
\langle\ell\rangle=\frac1{\pi r^2}\int_{-r}^{r}\frac{s^2}{2}\,dy
=\frac1{\pi r^2}\int_{-r}^{r}2(r^2-y^2)\,dy=\frac{8r}{3\pi}.
\]

The two-dimensional Maxwell distribution gives

\[
\left\langle\frac1{v_\perp}\right\rangle
=\frac{m}{kT}\int_0^\infty e^{-mv^2/2kT}dv
=\sqrt{\frac{\pi m}{2kT}} .
\]

With the mean speed \(\bar v=\sqrt{8kT/\pi m}=592\) m/s, the product becomes

\[
D_K=\frac{8r}{3\pi}\sqrt{\frac{\pi kT}{2m}}
=\frac{8r}{3\pi}\,\frac{\pi\bar v}{4}
=\frac23\,r\bar v
=3.95\times10^{-3}\ \text{cm}^2/\text{s}.
\]

A separate numerical average over flights from wall to wall gives \(3.93\times10^{-3}\) cm²/s, 0.4 % lower. The effective diffusivity is \(D=D_K/\tau=1.32\times10^{-3}\) cm²/s. No contact angle has entered. Collisions with the air in the pore cut off the longest axial flights and lower \(D_K\) by about 3 to 5 % for free paths of 130 to 67 nm; this is neglected below.

The molecules also stick. The number striking unit area per unit time is the outside density \(c_0=p/kT\) times the one-way average of the normal velocity:

\[
\Phi=c_0\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}}
=5.76\times10^{21}\ \text{cm}^{-2}\text{s}^{-1}.
\]

Let an empty site catch every molecule that arrives within an area \(a=0.10\) nm², and let a bound molecule stay for \(t_{\rm res}=t_0e^{E/kT}\). With \(t_0=10^{-13}\) s this is \(5.8\times10^{-7}\) s. If a fraction \(f\) of the sites is occupied, balance of capture and escape requires

\[
a\Phi(1-f)=\frac{f}{t_{\rm res}}
\quad\Longrightarrow\quad
f=\frac{x}{1+x},\qquad x=a\Phi t_{\rm res}=3.35 .
\]

Thus 77 % of the sites hold water. A cylinder has wall area \(2/r\) per unit pore volume, so the adsorbed density is

\[
\frac{2}{r}n_sf=(2\ \text{nm}^{-1})(0.50\ \text{nm}^{-2})(0.770)
=0.77\ \text{nm}^{-3}.
\]

This is 1980 times the gas density, \(c_0=3.89\times10^{17}\) cm⁻³. The film contains 5.8 mg of water per cm³, or 115 ng per cm² of its surface. That is 2.3 % of what liquid-filled pores would hold: the film is not flooded, but neither is it dry.

With its base sealed and its top held at the outside vapour density, the initially dry film reaches 90 % of this content in 0.30 ms, according to a numerical solution of the diffusion equation given below. This completes the counter-example: an angle of 100°, a liquid threshold of 25 MPa, and rapid moisture uptake at half saturation.

## The correct general statement

Consider a rigid film at fixed temperature, in vapour at or below saturation, with connected pores wide enough for a water molecule to pass.

1. If \(\theta>90^\circ\), liquid enters a straight pore only above a positive excess pressure, and condensation does not fill the pore at equilibrium.
2. Vapour nevertheless enters. For constant \(D>0\) and rapid local exchange between gas and wall, the filling delay is finite and the steady flux through an open membrane is positive.
3. Adsorption of water on the pore walls is compatible with \(\theta>90^\circ\).

**Proof of 1.** For a straight pore whose cross-section, of perimeter \(P\) and area \(A\), is filled completely by the liquid, replace \(2\pi r\) by \(P\) and \(\pi r^2\) by \(A\) in the free-energy balance. Then \(\Delta p^*=-\gamma\cos\theta\,P/A\), which is positive when \(\cos\theta<0\). If the liquid leaves sharp corners dry, the liquid surface spanning them costs free energy as well, so both the wetted wall and this surface oppose entry and the threshold is still positive. The Kelvin condition then gives \(p_c>p_0\).

**Proof of 2.** Let \(c(x,t)\) be the gas density in the pores at depth \(x\), and \(q(c)\) the total water, gas plus adsorbed, per pore volume. Let \(q\) increase with \(c\). Conservation of molecules gives

\[
\frac{\partial q}{\partial t}=D\frac{\partial^2c}{\partial x^2},
\qquad c(0,t)=c_0,\qquad
\left.\frac{\partial c}{\partial x}\right|_{x=L}=0 .
\]

The last condition describes a sealed base. In a stationary state \(c\) is linear in \(x\); zero slope at the base makes it uniform, and the outer boundary fixes it at \(c_0\). The film therefore approaches the full equilibrium content \(q_0=q(c_0)\).

To find the delay, multiply the equation by \(w=Lx-x^2/2\), for which \(w(0)=0\), \(w'(L)=0\) and \(w''=-1\). Two integrations by parts give

\[
\frac{d}{dt}\int_0^L wq\,dx
=D\left[w\frac{\partial c}{\partial x}-w'c\right]_0^L
+D\int_0^L w''c\,dx .
\]

At \(x=L\) both boundary terms vanish. At \(x=0\) the first vanishes, and the second contributes \(+w'(0)c_0=Lc_0\). Hence

\[
\frac{d}{dt}\int_0^L wq\,dx=D\int_0^L(c_0-c)\,dx .
\]

Now integrate over time, from the dry film to equilibrium. The left side becomes \(q_0\int_0^Lw\,dx=q_0L^3/3\). Division by \(DLc_0\) yields

\[
t_{\rm lag}\equiv\int_0^\infty dt\,\frac1L\int_0^L
\left(1-\frac{c}{c_0}\right)dx
=\frac{L^2}{3D}\,\frac{q_0}{c_0}.
\]

The lag is the time integral of the mean relative gas deficit. It depends on the isotherm through \(q_0/c_0\) alone, not through the shape of \(q(c)\). In the example \(q_0/c_0=1981\), so

\[
t_{\rm lag}=\frac{(2.0\times10^{-5}\ \text{cm})^2(1981)}
{3(1.32\times10^{-3}\ \text{cm}^2/\text{s})}=0.20\ \text{ms}.
\]

The numerical solution with the nonlinear isotherm passes the test of this formula, giving the same 0.2008 ms to four digits. Local exchange is a fair assumption here, since a molecule stays on a site for only 0.2 % of the 90 % filling time.

If the far side is open to vacuum instead of sealed, the steady profile falls linearly from \(c_0\) to zero. The flux per film area is

\[
J=\frac{\varepsilon Dc_0}{L}
=6.4\times10^{18}\ \text{cm}^{-2}\text{s}^{-1},
\]

or 1.9 g/(m² s). Adsorption is absent from this result because the stored amount no longer changes. In this model the sites delay the vapour but do not block it. Without any sites, \(q_0=c_0\) and the lag would fall by the factor 1981, to about 0.1 µs: a film that adsorbs nothing stores less water, but reaches equilibrium sooner.

**Proof of 3.** Let \(\Gamma\) be the number of molecules adsorbed per unit area. Gibbs' adsorption equation at fixed temperature is \(d\gamma_{SV}=-\Gamma\,d\mu\), with \(d\mu=kT\,dp/p\) per molecule for ideal vapour. For the binding sites \(\Gamma=n_sx/(1+x)\), and \(x\) is proportional to \(p\), so \(dp/p=dx/x\). From the dry surface to saturation, where \(x=x_0\), the solid-vapour tension falls by

\[
\pi_s=n_skT\int_0^{x_0}\frac{dx}{1+x}
=n_skT\ln(1+x_0).
\]

In the example \(x_0=3.35/0.50=6.7\) and \(\pi_s=4.2\) mN/m. With \(\gamma_{SL}\) and \(\gamma\) held fixed, Young's equation shows that this changes \(\cos\theta\) by \(-\pi_s/\gamma\), from \(-0.115\) to \(-0.174\). Adsorption on the dry side of the contact line thus makes the angle larger. An angle above 90° with occupied sites is consistent, which proves the third statement. \(\square\)

## Why a wall can attract water and still repel the liquid

The contact angle compares two interfaces; it does not say whether one molecule is attracted to the wall. Water in a bulk liquid has neighbours on all sides, and making a surface sacrifices some of those bonds. The wall must repay that loss before liquid spreads. An isolated vapour molecule has hardly any bonds to lose, so an attraction too weak to make the liquid spread can still hold it for a while. How many molecules are held depends strongly on the binding energy: in the film above, with \(t_0=10^{-13}\) s, 0.40 eV fills 77 % of the sites at half saturation, but 0.20 eV would fill only about 0.1 %.

A mean-field lattice gas shows both effects in one model. Neighbouring molecules attract with one bond energy, molecules next to a wall gain 0.4 bond, and \(kT=0.9\) bond. Young's equation, applied to the tensions of flat interfaces parallel to the lattice planes, gives an angle of 104°. This number only measures how much the wall prefers vapour to liquid: the lattice interface is anisotropic, and a drop in this model would meet the wall along a lattice facet. In a slit 20 layers wide, filling requires a chemical potential 0.00915 bond above bulk coexistence, while the Kelvin formula for the slit gives 0.00905. Yet with the chemical potential \(kT\ln2\) below coexistence, the vapour next to the wall is 1.59 times as dense as the bulk vapour. The Boltzmann factor for an isolated molecule, \(e^{0.4/0.9}=1.56\), accounts for most of this enrichment. Raising the wall attraction to 0.6 bond, with the other settings unchanged, gives the mirror image about the neutral value of 0.5 bond: a Young angle of 76° and filling below coexistence.

A drop resting on a hydrophobic film makes the same point. Apart from the small pressure excess due to its curvature, the drop has the chemical potential of saturated vapour. It cannot enter as liquid, but it evaporates, and its vapour can enter open pores beside it.

## What changes in a real film

Pore radii near 1 nm and porosities of some tens of per cent are a realistic regime for porous organosilicates, but the straight, smooth cylinder is an idealization. One assumption that strongly affects the filling time is free passage between pores. If narrow necks add an activation energy of 0.30 eV and slow diffusion by \(e^{-0.30\ \text{eV}/kT}\), the 90 % time rises from 0.30 ms to 35 s. Supply through the air can matter too. A steady diffusion flux through 1 mm of still air would need about 4 ms to deliver this water, but such a profile takes tens of milliseconds to form. With the far side of this layer held at the outside density, the 90 % time is about 1.5 ms if the layer is humid from the start and about 27 ms if it is dry. The sub-millisecond figure therefore describes a film whose surface is held at the outside vapour density, not the whole uptake process. Molecular size matters less: subtracting a water radius of 0.14 nm from the pore radius multiplies the diffusivity by 0.86 and the flux by about 0.64.

The amount adsorbed is uncertain too. Binding energies of 0.35 and 0.45 eV give coverages of 32 % and 96 %. The prefactor matters as much: at 0.40 eV, \(t_0=10^{-14}\) s gives 25 % and \(10^{-15}\) s gives 3 %. Requiring the same rate law to give \(x=1\) at saturation for water on water, bound by 0.43 to 0.46 eV, leads to \(t_0\) of 2 to \(5\times10^{-15}\) s and a coverage of only 5 to 13 %, so 77 % is on the generous side. A smaller coverage means less stored water and a shorter lag; the vapour still enters. If a second molecule could sit on top of each first one, captured as easily, bound as strongly and always leaving before it, the mean number per site at 0.40 eV would be 1.66 instead of 0.77. This value depends on stopping at two molecules: since \(x>1\), allowing taller stacks bound as strongly would raise it without limit. The intrusion pressure ranges from 13 to 37 MPa for angles from 95° to 105°, and applying a macroscopic tension in a 1 nm pore makes it an estimate in any case. The effects of the water on permittivity and leakage are not calculated here.

Distance can also provide protection. Suppose that an impermeable cap covers the film and vapour enters from one exposed edge, with the far end sealed 1 mm away. The filling time scales as length squared, so the 90 % time becomes \((1\ \text{mm}/200\ \text{nm})^2(0.30\ \text{ms})\approx2\) h. The same 0.30 eV necks would stretch this to roughly 30 years. Such a film could be dry in practice, but because of its cap, its necks and its length.

The statement fails for closed pores, for necks that water cannot pass, and behind a continuous dense barrier; each can keep vapour out whatever the contact angle. Hydrophobic treatment still has a use where pores stay open: if it keeps the wall angle above 90°, it prevents liquid filling below the threshold pressure, and if it also removes binding sites it reduces the water stored. The numerical output lists the inputs and the main results.

## Computed values

```
Temperature: 298 K; kT: 0.02568 eV
Tension: 72 mN/m; contact angle: 100 deg
Molar volume: 18 cm3/mol; molar mass: 18 g/mol
Pore radius: 1.0 nm; film: 200 nm
Porosity: 0.25; tortuosity factor: 3.0
Saturation: 24 Torr; humidity: 0.50
Vapour pressure outside: 12.0 Torr
Sites: 0.50 nm^-2; binding: 0.40 eV
Attempt time: 1.0e-13 s; capture area: 0.10 nm2
Intrusion pressure: 25.01 MPa = 247 atm
Angle from integrated meniscus: 100.000 deg
Kelvin pc/p0 at 100 deg: 1.199
Kelvin pc/p0 at 60 deg: 0.593
Lattice wall 0.4 bond: angle 104.4 deg
  filling shift: found 0.00915, formula 0.00905 bond
Lattice wall 0.6 bond: angle 75.6 deg
  filling shift: found -0.00915, formula -0.00905 bond
Lattice kT: 0.9 bond; slit width: 20 layers
Lattice vapour density, wall/bulk: 1.588
Mean molecular speed: 592.1 m/s
Knudsen diffusivity: 3.947e-03 cm2/s
Same from wall flights: 3.933e-03 cm2/s
Effective diffusivity in pores: 1.316e-03 cm2/s
Outside vapour density: 3.889e+17 cm^-3
Arrival flux: 5.756e+21 cm^-2 s^-1
Site residence time: 5.818e-07 s; loading x: 3.349
Site coverage: 0.770
Spreading pressure at saturation: 4.20 mN/m
cos(theta): -0.1736; without adsorption: -0.1153
Adsorbed/gas molecules in pores: 1980
Water in film: 5.76 mg/cm3
Water per film area: 115.1 ng/cm2
Share of liquid-filled pore content: 2.30 %
Steady flux, vacuum beyond: 6.395e+18 cm^-2 s^-1
Steady mass flux: 1.911 g/(m2 s)
Gas filling lag, formula: 0.2008 ms
Gas filling lag, simulation: 0.2008 ms
Membrane flux, simulation/formula: 1.00000
Time to 90 % water content: 0.2976 ms
Intrusion at 95 deg: 12.6 MPa
Intrusion at 105 deg: 37.3 MPa
Water radius: 0.14 nm; diffusivity factor: 0.86
Flux factor from molecular size: 0.64
Air free path: 67 nm (diameter 0.37 nm)
Still air: 1 mm, 0.25 cm2/s
Supply time through still air: 3.96 ms
90 % time with 0.30 eV neck barrier: 35.3 s
Coverage at 0.35 eV: 0.323
Coverage at 0.45 eV: 0.959
Waters per site if a second binds equally: 1.66
```
